# Why One Midgap Metal Gives Large Thresholds in Bulk Silicon CMOS: a numerical check

```python
"""
Result under test: for symmetric bulk silicon transistors sharing one gate metal,
    V_Tn = d + B,   V_Tp = d - B,   B = phi_F + Q_d / C_ox,
so a midgap metal (d = 0) gives thresholds +B and -B.
d     : (effective work function - intrinsic silicon work function) / q, in V
phi_F : magnitude of the bulk Fermi potential, in V
Q_d   : depletion charge per area at band bending 2 phi_F, in C/cm^2
C_ox  : gate capacitance per area, in F/cm^2, set by the EOT
Lengths are in cm inside the program. The thresholds are checked against a
numerical solution of the nonlinear Poisson equation with both carriers.
Boltzmann statistics; no quantum confinement; no oxide charge.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq

q = const.e
eps0 = const.epsilon_0 / 100.0          # F/cm
temperature = 300.0                     # K
vt = const.k * temperature / q          # thermal voltage, V
nm = 1e-7                               # cm

# Rounded silicon values and chosen device values
gap = 1.1                               # eV
ni = 1e10                               # cm^-3
eps_r_si, eps_r_ox = 12.0, 3.9
eps_si = eps_r_si * eps0
doping = 1e18                           # cm^-3
eot = 1.0 * nm
supply = 1.0                            # V
target = 0.30                           # V
gate_length = 50 * nm


def c_ox(thickness):
    return eps_r_ox * eps0 / thickness


def fermi_potential(n_dop):
    return vt * np.arcsinh(n_dop / (2 * ni))


def depletion_charge(n_dop):
    return np.sqrt(4 * q * eps_si * n_dop * fermi_potential(n_dop))


def depletion_width(n_dop):
    return depletion_charge(n_dop) / (q * n_dop)


def barrier(n_dop, thickness):
    return fermi_potential(n_dop) + depletion_charge(n_dop) / c_ox(thickness)


def solve_poisson(v_gate, offset, net_donors, thickness):
    """Potential measured so that n = ni exp(phi/vt), p = ni exp(-phi/vt).
    Returns surface potential, bulk potential and electron sheet density."""
    phi_bulk = vt * np.arcsinh(net_donors / (2 * ni))
    length = 3 * depletion_width(abs(net_donors))
    s = np.linspace(0, 1, 701)
    x = length * np.sinh(6 * s) / np.sinh(6)
    h = np.diff(x)
    cell = np.zeros_like(x)
    cell[:-1] += h / 2
    cell[1:] += h / 2
    cap = c_ox(thickness)
    phi_gate = v_gate - offset
    phi = np.full_like(x, phi_bulk)
    link = eps_si / h
    for _ in range(600):
        n = ni * np.exp(phi / vt)
        p = ni * np.exp(-phi / vt)
        flow = link * np.diff(phi)
        res = q * (net_donors + p - n) * cell
        res[:-1] += flow
        res[1:] -= flow
        res[0] += cap * (phi_gate - phi[0])
        diag = -q * (n + p) / vt * cell
        diag[:-1] -= link
        diag[1:] -= link
        diag[0] -= cap
        band = np.zeros((3, x.size))
        band[0, 1:] = link
        band[1] = diag
        band[2, :-1] = link
        # The deepest node is held at the neutral bulk potential
        res[-1] = 0.0
        band[1, -1] = 1.0
        band[2, -2] = 0.0
        step = solve_banded((1, 1), band, -res)
        size = np.max(np.abs(step))
        phi = phi + step * min(1.0, 0.1 / max(size, 1e-30))
        if size < 1e-9:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    n = ni * np.exp(phi / vt)
    n_bulk = ni * np.exp(phi_bulk / vt)
    return phi[0], phi_bulk, np.sum((n - n_bulk) * cell)


def numerical_threshold(offset, net_donors, thickness):
    """Gate voltage at which the surface potential mirrors the bulk one."""
    def mismatch(v_gate):
        surface, bulk, _ = solve_poisson(v_gate, offset, net_donors, thickness)
        return surface + bulk
    return brentq(mismatch, -1.6, 1.6, xtol=1e-7)


# Charge integral at threshold, tested where the body is barely doped
weak = 2 * ni
p0 = weak / 2 + np.sqrt(weak**2 / 4 + ni**2)
n0 = ni**2 / p0
bend = 2 * fermi_potential(weak)
integral = quad(lambda u: weak + n0 * np.exp(u / vt) - p0 * np.exp(-u / vt),
                0, bend)[0]
assert abs(integral / (weak * bend) - 1) < 1e-8

# Thresholds for both polarities; tolerance covers the grid error
B = barrier(doping, eot)
shift = B - target
worst = 0.0
table = []
for name, d in (("midgap", 0.0), ("n-tuned", -shift), ("p-tuned", shift)):
    vn = numerical_threshold(d, -doping, eot)
    vp = numerical_threshold(d, doping, eot)
    worst = max(worst, abs(vn - (d + B)), abs(vp - (d - B)))
    table.append((name, d, vn, vp))
for n_dop, thick in ((1e17, 2 * nm), (3e18, 1 * nm), (1e18, 0.05 * nm)):
    vn = numerical_threshold(0.1, -n_dop, thick)
    vp = numerical_threshold(0.1, n_dop, thick)
    b = barrier(n_dop, thick)
    worst = max(worst, abs(vn - (0.1 + b)), abs(vp - (0.1 - b)))
assert worst < 5e-4
larger = [max(abs(row[2]), abs(row[3])) for row in table]
assert larger[0] < larger[1] and larger[0] < larger[2]

# Light doping at which a midgap gate would meet the target
light = 10 ** brentq(lambda e: barrier(10**e, eot) - target, 13, 18)
assert abs(numerical_threshold(0.0, -light, eot) - target) < 5e-4


def decay_length(width):
    """Lateral decay length from the transcendental mode condition."""
    ratio = c_ox(eot) / eps_si
    a = brentq(lambda z: z / width * np.cos(z) + ratio * np.sin(z),
               np.pi / 2, np.pi)
    return width / a


def decay_length_matrix(width, cells=1000):
    """The same length from diagonalizing the transverse operator."""
    h = width / cells
    stiff = np.full(cells, 2 / h)
    stiff[0] = 1 / h + c_ox(eot) / eps_si
    mass = np.full(cells, h)
    mass[0] = h / 2
    off = -1 / h / np.sqrt(mass[:-1] * mass[1:])
    low = eigh_tridiagonal(stiff / mass, off, eigvals_only=True,
                           select="i", select_range=(0, 0))[0]
    return 1 / np.sqrt(low)


widths = [depletion_width(doping), depletion_width(light)]
decays = [decay_length(w) for w in widths]
for w, ell in zip(widths, decays):
    assert abs(decay_length_matrix(w) / ell - 1) < 1e-4
    assert ell > w / np.pi
remain = [np.exp(-gate_length / 2 / ell) for ell in decays]

# On-state and off-state electron sheet densities of the n-channel device
on_mid = solve_poisson(supply, 0.0, -doping, eot)[2]
on_tuned = solve_poisson(supply, -shift, -doping, eot)[2]
off_mid = solve_poisson(0.0, 0.0, -doping, eot)[2]
off_tuned = solve_poisson(0.0, -shift, -doping, eot)[2]
charge_fraction = q * (on_tuned - on_mid) / (c_ox(eot) * shift)
assert 0.8 < charge_fraction < 1.0
decades = np.log10(off_tuned / off_mid)
swing = shift / decades
swing_simple = vt * np.log(10) * (1 + eps_si / widths[0] / c_ox(eot))
# The simple swing uses the widest depletion layer, so it is a lower estimate
assert 1.0 < swing / swing_simple < 1.12

print(f"Temperature: {temperature:.0f} K; thermal voltage: {vt:.5f} V")
print(f"Silicon gap (rounded): {gap:.2f} eV; n_i: {ni:.1e} cm^-3")
print(f"Relative permittivity, silicon: {eps_r_si:.1f}; EOT ref.: {eps_r_ox:.1f}")
print(f"Body doping: {doping:.1e} cm^-3; EOT: {eot/nm:.2f} nm")
print(f"Supply: {supply:.2f} V; target threshold: {target:.2f} V")
print(f"Fermi potential phi_F: {fermi_potential(doping):.4f} V")
print(f"Depletion charge Q_d: {depletion_charge(doping):.3e} C/cm^2")
print(f"Gate capacitance C_ox: {c_ox(eot):.3e} F/cm^2")
print(f"Oxide drop Q_d/C_ox: {depletion_charge(doping)/c_ox(eot):.4f} V")
print(f"Threshold magnitude B with midgap metal: {B:.4f} V")
print(f"B as share of supply: {100*B/supply:.1f} %")
print("Thresholds from numerical Poisson solution:")
for name, d, vn, vp in table:
    print(f"  {name}: d = {d:+.4f} V, V_Tn = {vn:+.4f} V, V_Tp = {vp:+.4f} V")
print(f"Largest formula-numerics difference, all cases: {1000*worst:.4f} mV")
for thick in (2.0, 1.0, 0.5):
    print(f"B at EOT {thick:.1f} nm, same doping: {barrier(doping, thick*nm):.4f} V")
print(f"Work-function shift needed per device: {shift:.4f} eV")
print(f"Separation of the two metals: {2*shift:.4f} eV")
print(f"Separation as share of gap: {100*2*shift/gap:.1f} %")
print(f"V_Tn with metal at conduction-band edge: {B-gap/2:.4f} V")
print(f"Doping for midgap to meet target: {light:.3e} cm^-3")
print(f"Gate length considered: {gate_length/nm:.0f} nm")
for name, w, ell, r in zip(("heavy", "light"), widths, decays, remain):
    print(f"{name} doping: depletion width {w/nm:.1f} nm, decay length {ell/nm:.1f} nm")
    print(f"  leading-mode factor over half the gate length: {r:.3f}")
print(f"On-state electrons, midgap: {on_mid:.3e} cm^-2")
print(f"On-state electrons, n-tuned: {on_tuned:.3e} cm^-2")
print(f"On-state ratio midgap/n-tuned: {on_mid/on_tuned:.3f}")
print(f"Lost on-charge / (C_ox * threshold excess): {charge_fraction:.3f}")
print(f"Off-state electrons, midgap: {off_mid:.3e} cm^-2")
print(f"Off-state electrons, n-tuned: {off_tuned:.3e} cm^-2")
print(f"Off-state reduction by midgap: {decades:.2f} decades")
print(f"Mean swing over that range: {1000*swing:.1f} mV/decade")
print("no test failed")
```

Running it gives:

```
Temperature: 300 K; thermal voltage: 0.02585 V
Silicon gap (rounded): 1.10 eV; n_i: 1.0e+10 cm^-3
Relative permittivity, silicon: 12.0; EOT ref.: 3.9
Body doping: 1.0e+18 cm^-3; EOT: 1.00 nm
Supply: 1.00 V; target threshold: 0.30 V
Fermi potential phi_F: 0.4762 V
Depletion charge Q_d: 5.694e-07 C/cm^2
Gate capacitance C_ox: 3.453e-06 F/cm^2
Oxide drop Q_d/C_ox: 0.1649 V
Threshold magnitude B with midgap metal: 0.6411 V
B as share of supply: 64.1 %
Thresholds from numerical Poisson solution:
  midgap: d = +0.0000 V, V_Tn = +0.6411 V, V_Tp = -0.6411 V
  n-tuned: d = -0.3411 V, V_Tn = +0.3000 V, V_Tp = -0.9822 V
  p-tuned: d = +0.3411 V, V_Tn = +0.9822 V, V_Tp = -0.3000 V
Largest formula-numerics difference, all cases: 0.0011 mV
B at EOT 2.0 nm, same doping: 0.8060 V
B at EOT 1.0 nm, same doping: 0.6411 V
B at EOT 0.5 nm, same doping: 0.5587 V
Work-function shift needed per device: 0.3411 eV
Separation of the two metals: 0.6822 eV
Separation as share of gap: 62.0 %
V_Tn with metal at conduction-band edge: 0.0911 V
Doping for midgap to meet target: 9.394e+14 cm^-3
Gate length considered: 50 nm
heavy doping: depletion width 35.5 nm, decay length 12.3 nm
  leading-mode factor over half the gate length: 0.130
light doping: depletion width 914.3 nm, decay length 292.0 nm
  leading-mode factor over half the gate length: 0.918
On-state electrons, midgap: 4.737e+12 cm^-2
On-state electrons, n-tuned: 1.134e+13 cm^-2
On-state ratio midgap/n-tuned: 0.418
Lost on-charge / (C_ox * threshold excess): 0.898
Off-state electrons, midgap: 1.731e+01 cm^-2
Off-state electrons, n-tuned: 1.612e+06 cm^-2
Off-state reduction by midgap: 4.97 decades
Mean swing over that range: 68.6 mV/decade
no test failed
```
